**Force of the Harris–Foulkes energy for a distorted water molecule**

For an input density $n_{\rm in}$ made of rigid atomic densities $n_A$, the force contains the term $\iint(n_{\rm out}-n_{\rm in})K\nabla n_A$, where $n_{\rm out}$ is the output density and $K$ is the sum of the Hartree and exchange-correlation kernels at $n_{\rm in}$. The program evaluates the full force in the local density approximation with the 6-31G basis. It asserts that all nine components agree with four-point finite differences of the energy within $10^{-6}$ hartree/bohr; the largest deviation printed is $3.3\times10^{-11}$ hartree/bohr. A second assertion moves the input densities alone, with nuclei and basis fixed, and so isolates the kernel term. Further assertions compare the self-consistent limit with the gradient code of pyscf, bound the net force, and require a nearly quadratic energy error for small input errors. Omitting the kernel term changes the force on oxygen by 1.18 hartree/bohr along $z$. The output also shows that the Harris–Foulkes force, though consistent with its own energy, differs from the self-consistent force.

## Numerical check

```python
# Result under test: the force of the Harris-Foulkes energy
#   E = 2 sum(eps) - E_H[n_in] + E_xc[n_in] - int v_xc[n_in] n_in + E_NN
# for n_in = sum_A n_A(r - R_A), with frozen atomic densities n_A, is
#   F_A = -dE_NN/dR_A - int n_out dv_ext/dR_A
#         + int int (n_out - n_in) K grad n_A + (moving-basis term),
# K = Coulomb kernel + exchange-correlation kernel at n_in.
# D: input density matrix (one block per atom), P: output density matrix,
# W: energy-weighted output density matrix. Atomic units throughout.
# The quadrature grid stays fixed when atoms move, so the analytic force is
# the exact derivative of the discretized energy.
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, dft, scf

XC = 'lda,vwn'
SYMBOLS = ['O', 'H', 'H']
LABELS = ['O ', 'H1', 'H2']
XYZ = np.array([[0.0, 0.0, 0.0], [1.5, 0.0, 1.1], [-1.6, 0.0, 1.2]])
NOCC = 5


def molecule(xyz):
    atoms = [[s, tuple(float(c) for c in p)] for s, p in zip(SYMBOLS, xyz)]
    return gto.M(atom=atoms, basis='6-31g', unit='Bohr', verbose=0)


mol = molecule(XYZ)
grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.prune = None
grid.build()
used = np.abs(grid.weights) > 0
COORDS, WEIGHTS = grid.coords[used], grid.weights[used]


def density(ao, dm):
    return np.einsum('gi,gi->g', ao @ dm, ao)


def harris(basis_mol, dens_mol, D):
    """Energy with nuclei and basis from basis_mol, n_in from dens_mol."""
    ao = dft.numint.eval_ao(basis_mol, COORDS)
    eri_dens = dens_mol.intor('int2e_sph')
    if dens_mol is basis_mol:
        ao_dens, eri_cross = ao, eri_dens
    else:
        ao_dens = dft.numint.eval_ao(dens_mol, COORDS)
        nb = basis_mol.nbas
        both = gto.conc_mol(basis_mol, dens_mol)
        eri_cross = both.intor('int2e_sph', shls_slice=(
            0, nb, 0, nb, nb, 2 * nb, nb, 2 * nb))
    rho = density(ao_dens, D)
    exc, vxc = dft.libxc.eval_xc(XC, rho, spin=0, deriv=1)[:2]
    exc, vxc = np.ravel(exc), np.ravel(vxc[0])
    H = basis_mol.intor('int1e_kin_sph') + basis_mol.intor('int1e_nuc_sph')
    H = H + np.einsum('ijkl,kl->ij', eri_cross, D)
    H = H + ao.T @ (ao * (WEIGHTS * vxc)[:, None])
    eps, C = eigh(H, basis_mol.intor('int1e_ovlp_sph'))
    occ = C[:, :NOCC]
    P = 2 * occ @ occ.T
    W = 2 * (occ * eps[:NOCC]) @ occ.T
    hartree = 0.5 * np.sum(D * np.einsum('ijkl,kl->ij', eri_dens, D))
    energy = (2 * eps[:NOCC].sum() - hartree
              + np.sum(WEIGHTS * rho * (exc - vxc)) + basis_mol.energy_nuc())
    return energy, P, W, eps


def force_terms(m, D, P, W):
    """Analytic force contributions, each an array (atom, component)."""
    aos = dft.numint.eval_ao(m, COORDS, deriv=1)
    ao, grad_ao = aos[0], aos[1:4]
    rho_in, rho_out = density(ao, D), density(ao, P)
    _, vxc, fxc = dft.libxc.eval_xc(XC, rho_in, spin=0, deriv=2)[:3]
    vxc, fxc = np.ravel(vxc[0]), np.ravel(fxc[0])

    def grad_local(v):
        weighted = ao * (WEIGHTS * v)[:, None]
        return np.array([g.T @ weighted for g in grad_ao])

    ip_eri = m.intor('int2e_ip1_sph', comp=3)
    grad_H = (m.intor('int1e_ipkin_sph', comp=3)
              + m.intor('int1e_ipnuc_sph', comp=3)
              + np.einsum('xijkl,kl->xij', ip_eri, D) + grad_local(vxc))
    grad_S = m.intor('int1e_ipovlp_sph', comp=3)
    grad_dvh = np.einsum('xijkl,kl->xij', ip_eri, P - D)
    grad_dvxc = grad_local(fxc * (rho_out - rho_in))
    R, Z = m.atom_coords(), m.atom_charges()
    names = ('nuclear', 'external', 'basis', 'kernel_H', 'kernel_xc')
    F = {name: np.zeros((m.natm, 3)) for name in names}
    for a, (p, q) in enumerate(m.aoslice_by_atom()[:, 2:4]):
        for b in range(m.natm):
            if b != a:
                d = R[a] - R[b]
                F['nuclear'][a] += Z[a] * Z[b] * d / np.linalg.norm(d)**3
        with m.with_rinv_origin(R[a]):
            ip_rinv = m.intor('int1e_iprinv_sph', comp=3)
        F['external'][a] = 2 * Z[a] * np.einsum('xij,ij->x', ip_rinv, P)
        F['basis'][a] = 2 * (
            np.einsum('xij,ij->x', grad_H[:, p:q], P[p:q])
            - np.einsum('xij,ij->x', grad_S[:, p:q], W[p:q]))
        F['kernel_H'][a] = 2 * np.einsum(
            'xij,ij->x', grad_dvh[:, p:q], D[p:q])
        F['kernel_xc'][a] = 2 * np.einsum(
            'xij,ij->x', grad_dvxc[:, p:q], D[p:q])
    return F, rho_in, rho_out


STEP = 1e-3


def numerical_force(energy_of_xyz, atom, comp):
    """Minus the four-point central difference of an energy."""
    def e(k):
        xyz = XYZ.copy()
        xyz[atom, comp] += k * STEP
        return energy_of_xyz(xyz)
    return -(8 * (e(1) - e(-1)) - (e(2) - e(-2))) / (12 * STEP)


# Frozen spherical atomic densities: no element may couple two atoms.
D_at = np.array(scf.hf.init_guess_by_atom(mol))
inter_atomic = D_at.copy()
for p, q in mol.aoslice_by_atom()[:, 2:4]:
    inter_atomic[p:q, p:q] = 0
assert np.abs(inter_atomic).max() < 1e-12
n_elec_in = np.sum(D_at * mol.intor('int1e_ovlp_sph'))
assert abs(n_elec_in - 2 * NOCC) < 1e-6

E_at, P_at, W_at, eps_at = harris(mol, mol, D_at)
F, rho_in, rho_out = force_terms(mol, D_at, P_at, W_at)
kernel = F['kernel_H'] + F['kernel_xc']
total = sum(F.values())


# Full force against differences of the energy, all nine components.
def energy_all_moves(xyz):
    m = molecule(xyz)
    return harris(m, m, D_at)[0]


F_num = np.array([[numerical_force(energy_all_moves, a, c)
                   for c in range(3)] for a in range(3)])
err_total = np.abs(F_num - total).max()
assert err_total < 1e-6, err_total
err_omitted = np.abs(F_num - (total - kernel)).max()
assert err_omitted > 1e-3, err_omitted


# Only the input densities move: nuclei and basis fixed, kernel term alone.
def energy_density_moves(xyz):
    return harris(mol, molecule(xyz), D_at)[0]


K_num = np.array([[numerical_force(energy_density_moves, a, c)
                   for c in (0, 2)] for a in range(3)])
err_kernel = np.abs(K_num - kernel[:, [0, 2]]).max()
assert err_kernel < 1e-6, err_kernel

# The forces sum to zero up to the error of the fixed quadrature grid.
net_force = np.abs(total.sum(axis=0)).max()
assert net_force < 1e-3, net_force

# Self-consistent limit against the separate gradient code of pyscf.
mf = dft.RKS(mol)
mf.xc = XC
mf.grids = grid
mf.small_rho_cutoff = 0
mf.chkfile = None
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
E_scf = mf.kernel(dm0=D_at)
assert mf.converged
D_scf = np.array(mf.make_rdm1())
F_scf = -np.array(mf.nuc_grad_method().kernel())
E_limit, P_limit, W_limit, _ = harris(mol, mol, D_scf)
F_limit = force_terms(mol, D_scf, P_limit, W_limit)[0]
assert abs(E_limit - E_scf) < 1e-7
err_scf = np.abs(sum(F_limit.values()) - F_scf).max()
assert err_scf < 1e-5, err_scf
kernel_scf = np.abs(F_limit['kernel_H'] + F_limit['kernel_xc']).max()
assert kernel_scf < 1e-5, kernel_scf

# Energy error is quadratic in the error of the input density.
fractions = (0.04, 0.02)
dE = [harris(mol, mol, D_scf + x * (D_at - D_scf))[0] - E_limit
      for x in fractions]
ratio = dE[0] / dE[1]
assert abs(ratio - 4) < 0.3, ratio

hartree_J = constants.physical_constants['Hartree energy'][0]
bohr_m = constants.physical_constants['Bohr radius'][0]
to_ev = hartree_J / constants.e
to_ev_ang = to_ev * constants.angstrom / bohr_m

print('Water, LDA (Slater exchange, VWN correlation), 6-31G')
for name, r in zip(LABELS, XYZ):
    print(f'position {name} x,y,z = {r[0]:.1f} {r[1]:.1f} {r[2]:.1f} bohr')
for k in (1, 2):
    print(f'O-{LABELS[k]} distance = {np.linalg.norm(XYZ[k]):.4f} bohr')
print(f'basis functions = {mol.nao}, grid points = {len(WEIGHTS)}')
print(f'electrons in n_in, from overlaps = {n_elec_in:.6f}')
print(f'electrons in n_in, on the grid = {WEIGHTS @ rho_in:.6f}')
print(f'electrons in n_out, on the grid = {WEIGHTS @ rho_out:.6f}')
moved = 0.5 * WEIGHTS @ np.abs(rho_out - rho_in)
print(f'half integral of |n_out-n_in| = {moved:.4f} electrons')
print(f'gap of H_in = {eps_at[NOCC] - eps_at[NOCC - 1]:.4f} hartree')
print(f'Harris-Foulkes energy = {E_at:.6f} hartree')
print(f'self-consistent energy = {E_scf:.6f} hartree')
print(f'energy difference (HF - scf) = {E_at - E_scf:.6f} hartree')
print('Force contributions, hartree/bohr')
print('atom     nuclear   external      basis     kernel')
for a in range(3):
    for c, axis in ((0, 'x'), (2, 'z')):
        print(f'{LABELS[a]} {axis} ' + ' '.join(f'{v:10.6f}' for v in (
            F['nuclear'][a, c], F['external'][a, c],
            F['basis'][a, c], kernel[a, c])))
print('Kernel term: Hartree part, xc part, sum, difference, hartree/bohr')
for a in range(3):
    for k, (c, axis) in enumerate(((0, 'x'), (2, 'z'))):
        print(f'{LABELS[a]} {axis} ' + ' '.join(f'{v:10.6f}' for v in (
            F['kernel_H'][a, c], F['kernel_xc'][a, c],
            kernel[a, c], K_num[a, k])))
print('Force: formula, difference, no kernel, scf, hartree/bohr')
for a in range(3):
    for c, axis in ((0, 'x'), (2, 'z')):
        print(f'{LABELS[a]} {axis} ' + ' '.join(f'{v:10.6f}' for v in (
            total[a, c], F_num[a, c], total[a, c] - kernel[a, c],
            F_scf[a, c])))
for a in range(3):
    fx, fz = total[a, 0] * to_ev_ang, total[a, 2] * to_ev_ang
    print(f'Harris-Foulkes force {LABELS[a]} x,z = {fx:.4f} {fz:.4f} eV/angstrom')
print(f'difference step = {STEP:.3f} bohr')
print(f'largest error, full force = {err_total:.1e} hartree/bohr')
print(f'largest error, kernel term alone = {err_kernel:.1e} hartree/bohr')
print(f'largest error, kernel omitted = {err_omitted:.6f} hartree/bohr')
print(f'largest net force component = {net_force:.1e} hartree/bohr')
print(f'scf limit: deviation from pyscf = {err_scf:.1e} hartree/bohr')
print(f'scf limit: largest kernel term = {kernel_scf:.1e} hartree/bohr')
for x, e in zip(fractions, dE):
    print(f'energy error at input-error fraction {x:.2f} = {e:.4e} hartree')
print(f'ratio of these energy errors = {ratio:.4f}')
print('no test failed')
```

Output:

```
Water, LDA (Slater exchange, VWN correlation), 6-31G
position O  x,y,z = 0.0 0.0 0.0 bohr
position H1 x,y,z = 1.5 0.0 1.1 bohr
position H2 x,y,z = -1.6 0.0 1.2 bohr
O-H1 distance = 1.8601 bohr
O-H2 distance = 2.0000 bohr
basis functions = 13, grid points = 52775
electrons in n_in, from overlaps = 10.000000
electrons in n_in, on the grid = 10.000000
electrons in n_out, on the grid = 10.000000
half integral of |n_out-n_in| = 0.9800 electrons
gap of H_in = 0.3957 hartree
Harris-Foulkes energy = -75.937014 hartree
self-consistent energy = -75.816116 hartree
energy difference (HF - scf) = -0.120899 hartree
Force contributions, hartree/bohr
atom     nuclear   external      basis     kernel
O  x  -0.264520   0.140051   0.112170  -0.015402
O  z  -2.567315   0.509470   0.943789   1.179825
H1 x   1.968416  -2.023607  -0.060359   0.093576
H1 z   1.363963  -1.453718  -0.039979   0.107227
H2 x  -1.703896   1.788859   0.052066  -0.087352
H2 z   1.203351  -1.312540  -0.034763   0.100701
Kernel term: Hartree part, xc part, sum, difference, hartree/bohr
O  x  -0.013325  -0.002077  -0.015402  -0.015402
O  z   1.273676  -0.093852   1.179825   1.179825
H1 x   0.117521  -0.023945   0.093576   0.093576
H1 z   0.126742  -0.019515   0.107227   0.107227
H2 x  -0.110033   0.022681  -0.087352  -0.087352
H2 z   0.119721  -0.019020   0.100701   0.100701
Force: formula, difference, no kernel, scf, hartree/bohr
O  x  -0.027701  -0.027701  -0.012299  -0.042721
O  z   0.065768   0.065768  -1.114056   0.026760
H1 x  -0.021973  -0.021973  -0.115549   0.002152
H1 z  -0.022506  -0.022506  -0.129733   0.002663
H2 x   0.049676   0.049676   0.137028   0.040571
H2 z  -0.043250  -0.043250  -0.143951  -0.029410
Harris-Foulkes force O  x,z = -1.4244 3.3819 eV/angstrom
Harris-Foulkes force H1 x,z = -1.1299 -1.1573 eV/angstrom
Harris-Foulkes force H2 x,z = 2.5544 -2.2240 eV/angstrom
difference step = 0.001 bohr
largest error, full force = 3.3e-11 hartree/bohr
largest error, kernel term alone = 1.2e-10 hartree/bohr
largest error, kernel omitted = 1.179825 hartree/bohr
largest net force component = 1.2e-05 hartree/bohr
scf limit: deviation from pyscf = 1.5e-10 hartree/bohr
scf limit: largest kernel term = 1.0e-09 hartree/bohr
energy error at input-error fraction 0.04 = -1.9362e-04 hartree
energy error at input-error fraction 0.02 = -4.8359e-05 hartree
ratio of these energy errors = 4.0038
no test failed
```
